# Fitting D/k from Thickness Profiles Beside Masked Stripes

## What a profile can determine

Parallel mask stripes of width \(2w\) repeat with period \(2L\). Let \(x\) be the distance from the centre of a stripe and \(z\) the height above the wafer. In steady state, with diffusion alone and no gas-phase reaction, the concentration \(n(x,z)\) of the growth species obeys

\[
\frac{\partial^2 n}{\partial x^2}+\frac{\partial^2 n}{\partial z^2}=0 .
\]

The mask consumes nothing and the openings consume in proportion to \(n\):

\[
\frac{\partial n}{\partial z}=0\ \ (0<x<w),\qquad
D\frac{\partial n}{\partial z}=k\,n\ \ (w<x<L),\qquad z=0 .
\]

By mirror symmetry \(\partial n/\partial x=0\) at \(x=0\) and \(x=L\).

The diffusivity \(D\) (length²/time) and the uptake velocity \(k\) (length/time) enter only through the length \(\Lambda=D/k\). The problem is linear in \(n\), so the supply sets only the scale. If \(T_p\) is the thickness grown on an unmasked wafer from the same incoming flux, and \(H\) is the height of the diffusing layer, dimensional analysis gives

\[
\frac{T(x)}{T_p}=F\!\left(\frac xL,\frac wL,\frac HL,\frac\Lambda L\right).
\]

A profile can therefore yield \(\Lambda\), but not \(D\) and \(k\) separately. It is shown below that \(H\) almost drops out of the normalised shape when \(H\gtrsim L\). The deposit is assumed thin compared with \(\Lambda\), and the stripes long compared with \(\Lambda\) and \(L\).

## Reduction to the surface

Use the orthonormal cosines \(\phi_m=\nu_m\cos(k_mx)\), with \(k_m=\pi m/L\), \(\nu_0=L^{-1/2}\) and \(\nu_{m\ge1}=(2/L)^{1/2}\). They satisfy the side conditions. Write \(n(x,0)=\sum_m c_m\phi_m(x)\) and fix \(n=n_t\) at \(z=H\).

For \(m\ge1\), Laplace's equation requires \(f_m''=k_m^2f_m\), with \(f_m(0)=1\) and \(f_m(H)=0\). Hence

\[
f_m=\frac{\sinh k_m(H-z)}{\sinh k_mH},\qquad f_m'(0)=-k_m\coth k_mH .
\]

The uniform part is linear in \(z\), with gradient \((n_t-c_0\phi_0)/H\). Define \(\kappa_0=1/H\) and \(\kappa_m=k_m\coth k_mH\). With \(\chi=1\) on the opening and 0 on the mask, both surface conditions become one equation:

\[
\frac{n_t}{H}-\sum_m\kappa_mc_m\phi_m=\frac{\chi}{\Lambda}\sum_nc_n\phi_n .
\]

Multiplying by \(\phi_m\) and integrating over \(0<x<L\) gives

\[
\left(K+\frac{M}{\Lambda}\right)c=b,\qquad K_{mn}=\kappa_m\delta_{mn},\qquad b_m=\frac{n_t\sqrt L}{H}\,\delta_{m0}.
\]

The overlaps \(M_{mn}=\int_w^L\phi_m\phi_n\,dx\) follow from \(2\cos A\cos B=\cos(A-B)+\cos(A+B)\):

\[
M_{mn}=\frac{\nu_m\nu_n}{2}\left(I_{m-n}+I_{m+n}\right),\qquad
I_j=\int_w^L\cos\frac{\pi jx}{L}\,dx .
\]

Here \(I_0=L-w\), and \(I_j=-\sin(\pi jw/L)/(\pi j/L)\) for \(j\ne0\).

**Why the layer height drops out.** The supply appears only in row \(m=0\). The other rows,

\[
\kappa_mc_m+\frac1\Lambda\sum_nM_{mn}c_n=0\qquad(m\ge1),
\]

fix every ratio \(c_m/c_0\), and so fix the shape. In them \(H\) enters through \(\coth k_mH=1+2e^{-2k_mH}+\dots\), whose largest correction is \(2e^{-2\pi H/L}\), about 0.4 % at \(H=L\). A fixed flux at the top replaces \(\coth\) by \(\tanh\), which changes the sign of this small term. With a free scale for each profile, the height and the type of top condition then matter little. In the example below, treating a very deep layer as one of height \(H=L\) shifts the fitted \(\Lambda\) by 0.7 %, downwards for a fixed concentration at the top and upwards for a fixed flux.

## One diagonalisation for all \(\Lambda\)

Set \(c=K^{-1/2}y\) and multiply the system from the left by \(K^{-1/2}\):

\[
\left(1+\frac{S}{\Lambda}\right)y=K^{-1/2}b,\qquad S=K^{-1/2}MK^{-1/2}=U\,\mathrm{diag}(\mu_j)\,U^T .
\]

For any vector \(v\), \(v^TMv=\int_w^L(\sum v_m\phi_m)^2dx\ge0\), so \(\mu_j\ge0\) and no denominator below can vanish. The surface concentration is

\[
u(x;\Lambda)=\sum_j\frac{P_j(x)\,g_j}{1+\mu_j/\Lambda},\qquad
P_j=\sum_m\phi_m\kappa_m^{-1/2}U_{mj},\qquad g=U^TK^{-1/2}b .
\]

Since \(d(\mu_j/\Lambda)/d\ln\Lambda=-\mu_j/\Lambda\), the derivative is

\[
u'\equiv\frac{\partial u}{\partial\ln\Lambda}=\sum_jP_jg_j\frac{\mu_j/\Lambda}{(1+\mu_j/\Lambda)^2}.
\]

## The fit

Let \(t\) be the vector of measured thicknesses in one profile. For given \(\Lambda\), the best scale is \(a=t\cdot u/u\cdot u\). The residual \(r=t-au\) then satisfies \(r\cdot u=0\). Differentiating \(a\), and using \(t=r+au\), gives

\[
a'=\frac{r\cdot u'}{u\cdot u}-a\frac{u\cdot u'}{u\cdot u}.
\]

Therefore

\[
r'=-a'u-au'=-J-u\,\frac{r\cdot u'}{u\cdot u},\qquad
J=a\left(u'-u\,\frac{u\cdot u'}{u\cdot u}\right).
\]

The last term of \(r'\) is proportional to the residual, and Gauss–Newton drops it. It is orthogonal to \(r\), so the gradient of \(\tfrac12 r\cdot r\) is still \(-J\cdot r\), and the stationary point is unchanged. Minimising \(|r-J\,\delta|^2\), summed over profiles, gives the step and, for independent noise of standard deviation \(\sigma\), the leading-order error:

\[
\delta\ln\Lambda=\frac{\sum J\cdot r}{\sum J\cdot J},\qquad
\sigma_{\ln\Lambda}=\frac{\sigma}{\sqrt{\sum J\cdot J}} .
\]

```
for each mask geometry:
    build kappa, M, b
    diagonalise S = K^(-1/2) M K^(-1/2)
    store mu, g, and P at the measured positions
p = ln(starting length)
repeat:
    A = B = 0
    for each profile t:
        u, du = sums over modes at Lambda = exp(p)
        a = t.u / u.u
        r = t - a*u
        J = a*(du - u*(u.du)/(u.u))
        A += J.r ;  B += J.J
    step = A/B, limited to +-0.7
    p += step
until |step| is negligible
return exp(p), relative error sigma/sqrt(B)
```

**Cost.** With \(N\) cosines the diagonalisation takes \(O(N^3)\) operations, once per geometry. Each iteration then takes \(O(NN_x)\) for \(N_x\) points. The example uses \(N=600\).

**Stability.** Compute \(\coth\) as \(1/\tanh\), because the separate hyperbolic sines overflow. Rounding can make a zero \(\mu_j\) slightly negative; such values may be set to zero. The shortest wavelength, about \(2L/N\), must be well below \(\Lambda\), \(w\) and the distance of the first point from the mask edge. A coarse scan in \(\ln\Lambda\) is cheap and guards against a poor starting value.

## \(\Lambda\) is not an exponential decay length

Consider one stripe under a very deep layer. Write \(n=n_p+\eta\), where \(n_p\) is the unmasked solution, obeying \(\partial_zn_p=n_p/\Lambda\) at the surface. Since \(\partial_zn=0\) on the mask,

\[
\frac{\partial\eta}{\partial z}-\frac{\eta}{\Lambda}=
\begin{cases}-n/\Lambda & \text{on the mask}\\ 0&\text{on the opening.}\end{cases}
\]

A Fourier component of \(\eta\) decays upwards as \(e^{-|q|z}\), so the left side is \(-(|q|+1/\Lambda)\eta_q\). Inverting the transform and substituting \(q=\tau/\Lambda\),

\[
\eta(x)=\frac1{\pi\Lambda}\int_{-w}^{w}g\!\left(\frac{|x-x'|}{\Lambda}\right)n(x')\,dx',\qquad
g(s)=\int_0^\infty\frac{\cos s\tau}{1+\tau}\,d\tau .
\]

Repeated integration by parts gives \(g=1/s^2-6/s^4+\dots\) at large \(s\). The excess falls as \(1/x^2\), because material turned away by the mask can travel far through the gas before it is consumed.

For a 50 µm stripe and \(\Lambda=100\) µm, the cosine solution (stripes 10 mm apart, layer 20 mm high) gives an excess of 7.87 % at 100 µm from the centre and 1.12 % at 400 µm. The integral gives the same values to the digits shown. Between 600 and 1200 µm the mean decay power is 1.85 in this periodic array and 1.88 for a truly isolated stripe under a very deep layer. The approach to 2 from below is expected, since the two terms of \(g\) give a local power \(2-12/s^2\) at large \(s\). The series is only asymptotic: at 600 µm (\(s=6\)) this formula gives 1.67, whereas the local power of the isolated stripe is 1.80.

A finite layer eventually restores exponential decay. With a fixed concentration at the top, a solution \(e^{-\nu x}\sin\nu(H-z)\) meets the opening condition if \(\tan\nu H=-\nu\Lambda\). The lowest root has \(\pi/2<\nu H<\pi\), so the final decay length lies between \(H/\pi\) and \(2H/\pi\). With a fixed flux at the top the condition becomes \(\tan\nu H=1/(\nu\Lambda)\), whose lowest root has \(\nu H<\pi/2\). The final decay length then exceeds \(2H/\pi\) and grows with \(\Lambda\) as well as with \(H\).

## Mask edge and two limits

Near an edge let \(x_e\) be the distance into the opening, \(\zeta=x_e+iz=\rho e^{i\theta}\), and \(n_e\) the edge concentration. Try

\[
n\simeq n_e+A\,\mathrm{Re}(\zeta\ln\zeta)+Cz .
\]

Because \(\partial_z\mathrm{Re}(\zeta\ln\zeta)=\mathrm{Re}[i(\ln\zeta+1)]=-\theta\), the opening (\(\theta=0\)) requires \(C=n_e/\Lambda\), and the mask (\(\theta=\pi\)) requires \(A=C/\pi\). On the opening, up to a regular linear term,

\[
n\simeq n_e\left[1+\frac{x_e\ln x_e}{\pi\Lambda}\right],\qquad
\frac{\partial^2n}{\partial x_e^2}\simeq\frac{n_e}{\pi\Lambda x_e}.
\]

The slope diverges logarithmically. Points close to the edge are thus the most exposed to processes that act on the curvature, such as surface migration.

The curvature law was tested for weak uptake, \(\Lambda=10\,000\) µm, about 11 µm from a 200 µm mask. The far edge has the opposite flux step, so \(1/x_e\) becomes \(1/x_e-1/(x_e+2w)\). A finite-volume solution gave 1.014 times the predicted curvature.

*Slow uptake, \(\Lambda\gg L\).* The concentration becomes uniform, with a variation proportional to \(1/\Lambda\). The signal disappears into the noise.

*Fast uptake, \(\Lambda\ll w\).* Beyond a distance of order \(\Lambda\) from the edge, \(n\) at the opening is small compared with its value above the mask. The limiting solution for an isolated stripe is \(n\propto\mathrm{Im}\sqrt{(x+iz)^2-w^2}\). It vanishes on the openings and has zero normal gradient on the mask. Its flux, and hence the thickness, is

\[
T\propto\frac{x}{\sqrt{x^2-w^2}},
\]

which no longer contains \(\Lambda\). A profile can therefore show strong enhancement and still determine \(\Lambda\) poorly.

## Worked example

The setting is gallium arsenide grown from gallium species in hydrogen at 900 K and 100 Torr. Masks 50 and 200 µm wide repeat every 1000 µm, and \(T_p=500\) nm. The profiles are synthetic. They come from a finite-volume solution with \(\Lambda=100\) µm, 1.25 µm surface cells and a fixed flux at 1000 µm height, whereas the fit assumes a fixed concentration at 10 000 µm.

| Distance from edge (µm) | 50 µm mask (nm) | 200 µm mask (nm) |
|---|---|---|
| 21 | 591 | 802 |
| 101 | 534 | 647 |
| 376 | 511 | 566 |

Beside the wide mask the enhancement at 21 µm is \(802/500=1.60\). Even at 376 µm the film is thicker than 500 nm, because the whole supply must land on 80 % of the area: the mean thickness on the opening is \(500/0.8=625\) nm.

Without noise, true lengths of 25, 100 and 400 µm are recovered as 24.94, 99.98 and 399.97 µm. With 3 nm noise on 144 points between 20 and 380 µm from the edges, the joint fit gives

\[
\Lambda=99.0\pm1.2\ \text{µm}.
\]

The narrow mask alone gives \(96.8\pm4.0\) µm and the wide one \(99.2\pm1.2\) µm, so the wide mask carries most of the information. The rms residual is 2.8 nm, in line with the noise. The predicted relative error of 1.18 % agrees with the 1.19 % scatter of 400 refits with fresh noise.

An exponential plus a constant, fitted to the noise-free profile beside the wide mask, returns 53 µm for the window 20–100 µm and 79 µm for 20–380 µm. Neither is \(\Lambda\), and the result depends on the window.

With geometry, noise and window held fixed, and each profile scaled to a mean of 500 nm, the predicted error is 6.0 % at \(\Lambda=10\) µm, 1.4 % at 100 µm and 4.1 % at 1000 µm. Of the six lengths computed, 100 µm is determined best. At \(\Lambda=2\) µm the 600-term series gives 6.6 %, but its shortest wavelength, 1.7 µm, is not well below \(\Lambda\) there; with the edge resolved the value is 7.2 %.

## Failure modes and the real case

**Wrong layer height.** Assuming 1000 µm instead of 10 000 µm leaves the noise-free result at 99.98 µm. Assuming 200 µm, less than \(L\), gives 73.8 µm. The sign is plausible: if all \(\kappa_m\) with \(m\ge1\) were raised by a common factor \(\gamma\), the same shape would require \(\Lambda/\gamma\). A thin layer mainly raises the lowest modes, so this argument does not give the size of the shift. The top condition matters as well: a fixed flux at 200 µm, instead of a fixed concentration, gives 135 µm. When \(H<L\), both the height and the type of top condition must be known.

**Mean free path.** Let \(v\) be the mean thermal speed and \(s\) the sticking probability. For a velocity distribution that is isotropic plus an odd part, half of the net flux \(\mathcal J\) is carried by the molecules moving towards the surface. The incident flux is \(nv/4+\mathcal J/2\). Setting \(\mathcal J=s(nv/4+\mathcal J/2)=kn\) gives

\[
k=\frac v4\,\frac{s}{1-s/2}.
\]

The kinetic length is taken as \(\lambda=3D/v\) and is called the mean free path below. For a heavy molecule in hydrogen it is a transport length, because many collisions are needed to turn the velocity. The hard-sphere path between single collisions is only about 0.3 µm under the conditions of the example. With this definition,

\[
\frac{\Lambda}{\lambda}=\frac{4(1-s/2)}{3s}=\frac43\left(\frac1s-\frac12\right).
\]

Pressure cancels at fixed \(s\). Continuum diffusion on the scale of \(\Lambda\) therefore needs a small sticking probability, and lowering or raising the pressure does not help.

Taking \(D=15\) cm²/s gives \(k=15/(99.0\times10^{-4})\approx1.5\times10^3\) cm/s. For monomethylgallium, \(v=4.74\times10^4\) cm/s, hence \(s=0.12\) and \(\lambda=9.5\) µm, about a tenth of \(\Lambda\). The diffusivity is itself uncertain: kinetic theory with plausible molecular sizes gives about 19–25 cm²/s under these conditions, which would raise \(\lambda\) to 12–16 µm and \(s\) as well. To size the effect for \(\lambda=9.5\) µm, the profiles were altered by \(\lambda^2\,d^2T/dx^2\) and refitted. The fitted length moved by about 7 %. The coefficient of one is an assumption and the true sign is not known, so this is an order of magnitude. The velocity-relaxation length \(D/\sqrt{k_BT_g/m}\approx5\) µm, with \(T_g\) the gas temperature and \(m\) the molecular mass, used in place of \(\lambda\), gives about 2 %. Both figures exceed the statistical error.

**Other effects.** For a surface migration length \(\ell\), the rate \(R\) obeys \(R-\ell^2R''=kn\), so \(R\simeq kn+\ell^2(kn)''\) away from the edge. With \(\ell=1\) µm the fitted length shifts by \(-0.08\) %. The shift grows roughly as \(\ell^2\) and reaches \(-1.9\) % at \(\ell=5\) µm, more than the statistical error, so \(\ell\) must be known to be small before migration is neglected. For gas flowing across the stripes with a shear rate of 300 s⁻¹, the ratio of convection to diffusion, shear × length²/\(D\), is 0.002 over \(\Lambda\) and 0.05 over \(L\). Stripes laid along the flow avoid this term. A gradient of 600 K/cm gives \(\Lambda|\nabla T_g|/T_g=0.007\), where \(T_g\) is the gas temperature; this measures thermal diffusion if its coefficient is of order one. The deposit height is 0.005 \(\Lambda\).

**Comparison with practice.** A length of order 100 µm for gallium species is a rough typical value for low-pressure vapour-phase epitaxy, and the diffusivity is a rough estimate; none of the parameters is meant to be extreme. The finite mean free path shifts \(\Lambda\) by several per cent if its coefficient is of order one. Surface migration is negligible beside it only if \(\ell\) is well below \(\lambda\). Short mask stripes, uptake that is not first order, and growth on the mask lie outside the model and were not sized. A fitted \(\Lambda\) should be accepted only if masks of different widths on the same wafer give the same value within their errors. This is necessary but not sufficient. In the mean-free-path test above, the narrow mask alone shifts by about −11 µm and the wide one by about −6 µm, a difference close to the narrow mask's error of 4 µm, so the comparison could miss it. The numerical output lists the remaining values.

## Table of computed values

```
period 1000 um, model layer height 10000 um
planar thickness 500 nm, noise 3 nm
data points 144, true D/k 100 um
clean thickness (nm): distance um, 50 um mask, 200 um mask
   20.625    591.0    801.9
   50.625    557.3    716.5
  100.625    534.0    647.3
  200.625    517.8    591.3
  375.625    510.5    566.3
largest shape difference of the two solvers 2.8e-04
noise-free: true 25 um, fitted 24.94 um
noise-free: true 100 um, fitted 99.98 um
noise-free: true 400 um, fitted 399.97 um
joint fit D/k = 99.00 um +- 1.17 um
  50 um mask alone 96.8 +- 4.0 um
  200 um mask alone 99.2 +- 1.2 um
rms residual 2.82 nm
relative error: formula 1.18 %, 400 refits 1.19 %
assumed layer 10000 um: fitted 99.98 um
assumed layer 1000 um: fitted 99.98 um
assumed layer 200 um: fitted 73.80 um
precision at D/k 2 um: 6.62 %
precision at D/k 10 um: 6.02 %
precision at D/k 30 um: 2.13 %
precision at D/k 100 um: 1.43 %
precision at D/k 300 um: 1.86 %
precision at D/k 1000 um: 4.09 %
exponential fit, 20-100 um: length 53.2 um
exponential fit, 20-380 um: length 79.4 um
isolated 50 um stripe: x from centre um, excess %, integral %
  50  15.95  15.95
  100  7.87  7.87
  200  3.28  3.27
  400  1.12  1.12
tail power between 600 and 1200 um 1.85
edge curvature, computed/formula 1.014
T 900 K, D 15 cm2/s, species mass 84.76 u
mean speed 4.741e+04 cm/s, k 1515 cm/s
sticking probability 0.120
mean free path 9.49 um, ratio to D/k 0.096
D/k shift, mean-free-path scale -6.67 %
D/k shift, 1 um surface migration -0.076 %
cross-flow number, shear 300 1/s: over D/k 0.0020
  over half period 0.0500
thermal drift number, 600 K/cm: 0.0066
deposit height / D/k 0.0051
```
